\section*{Axial heat-flux profile in a ballistic wire with diffuse walls}

\section{Definitions, conventions and result}

A circular wire of radius $R$ and diameter $D=2R$ lies along $z$, and $r$ is the distance from its axis. Heat is carried by phonon branches $p$ with isotropic speeds $v_p$ and heat capacities per volume $C_p$. Define
\begin{equation}
S=\sum_p C_pv_p .
\end{equation}
The wire is infinitely long and phonons do not scatter inside it. The wall is diffuse: phonons leave it with equal intensity in all inward directions, at the local wall temperature
\begin{equation}
T(z)=T_0+Gz .
\end{equation}
The wall exchanges no net heat with its surroundings. The response is linear, so $C_p$ is evaluated at $T_0$. The flux $q$ is positive along $+z$. SI units are used in the formulas.

The complete elliptic integral of the second kind is written with modulus $k$:
\begin{equation}
E(k)=\int_0^{\pi/2}\sqrt{1-k^2\sin^2\varphi}\;d\varphi .
\end{equation}
Under these assumptions the flux is
\begin{equation}
q(r)=-\tfrac12 SRG\,E(r/R),\qquad \frac{q(R)}{q(0)}=\frac2\pi .
\label{eq:main}
\end{equation}
The value at $r=R$ is the limit just inside the wall. A numerical routine that takes the parameter $m=k^2$ must be given $m=r^2/R^2$.

\section{Derivation}

\subsection{Temperature carried by a ray}

Let a phonon at $(r,z)$ travel at angle $\theta$ to the $z$ axis. If it has covered a path $\ell$ since leaving the wall, it left at height $z-\ell\cos\theta$. Nothing has scattered it since, so it carries the temperature of that point. Branch $p$ has energy density $U_p(T)$, spread over $4\pi$ of solid angle. To first order,
\begin{equation}
U_p\bigl(T(z-\ell\cos\theta)\bigr)=U_p(T_0)+C_pG(z-\ell\cos\theta).
\end{equation}
Each contribution moves axially at $v_p\cos\theta$, hence
\begin{equation}
q=\sum_p\frac{v_p}{4\pi}\int\cos\theta\,
\bigl[U_p(T_0)+C_pGz-C_pG\ell\cos\theta\bigr]\,d\Omega .
\end{equation}
The first two terms in the bracket do not depend on direction, and $\int\cos\theta\,d\Omega=0$. What remains is
\begin{equation}
q=-\frac{SG}{4\pi}\int \ell\cos^2\theta\,d\Omega .
\label{eq:path}
\end{equation}
The minus sign records that phonons moving toward $+z$ come from smaller $z$, which is colder when $G>0$.

\subsection{Distance to the wall}

Place the point at $(r,0)$ in the cross-section and let $\varphi$ be the azimuth of travel. Going back a projected distance $s$ must reach the circle:
\begin{equation}
(r-s\cos\varphi)^2+s^2\sin^2\varphi=R^2
\;\Rightarrow\; s^2-2rs\cos\varphi+r^2-R^2=0 .
\end{equation}
The non-negative root is
\begin{equation}
s=r\cos\varphi+h,\qquad h=\sqrt{R^2-r^2\sin^2\varphi}.
\label{eq:s}
\end{equation}
The path is longer than its projection, $\ell=s/\sin\theta$. With $d\Omega=\sin\theta\,d\theta\,d\varphi$ the factors of $\sin\theta$ cancel and the angles separate:
\begin{equation}
\int\ell\cos^2\theta\,d\Omega
=\int_0^\pi\cos^2\theta\,d\theta\int_0^{2\pi}s\,d\varphi .
\end{equation}
The first integral is $\pi/2$. In the second, $r\cos\varphi$ integrates to zero, and $h$ repeats in each of four quadrants, so
\begin{equation}
\int_0^{2\pi}s\,d\varphi
=4R\int_0^{\pi/2}\sqrt{1-\frac{r^2}{R^2}\sin^2\varphi}\;d\varphi
=4R\,E(r/R).
\end{equation}
Therefore
\begin{equation}
q=-\frac{SG}{4\pi}\,\frac\pi2\,4R\,E(r/R)=-\frac12SRG\,E(r/R).
\end{equation}
The profile follows the mean projected distance to the wall, $(2R/\pi)E(r/R)$. This is $R$ on the axis, where $E(0)=\pi/2$, and $2R/\pi$ at the wall, where $E(1)=\int_0^{\pi/2}\cos\varphi\,d\varphi=1$. Phonons near the wall have, on average, sampled a smaller temperature difference.

\subsection{Consistency of the wall temperature}

Pair each ray with its mirror image under $\cos\theta\to-\cos\theta$. Both have the same $\ell$ and the same angle to the wall normal. Their source temperatures are $T(z)\mp G\ell\cos\theta$, with mean $T(z)$. The wall thus receives what it emits at $T(z)$, and the linear temperature is consistent with zero net exchange. The same pairing gives zero radial flux inside the wire. Since $q$ does not depend on $z$, energy is conserved at every point.

The argument holds separately for each frequency in linear response. It therefore covers elastic diffuse reflection as well as absorption and re-emission.

\section{Mean flux and limits}

\subsection{Conductivity}

The area average of $E$ is $2\int_0^1E(k)k\,dk$. Exchange the order of integration and do the $k$ integral first:
\begin{align}
\int_0^1 k\sqrt{1-k^2\sin^2\varphi}\,dk
&=\frac{1-\cos^3\varphi}{3\sin^2\varphi}
=\frac{1+\cos\varphi+\cos^2\varphi}{3(1+\cos\varphi)}\nonumber\\
&=\frac13\left[\cos\varphi+\frac1{1+\cos\varphi}\right].
\end{align}
The second form follows by cancelling $1-\cos\varphi$. Over $0\le\varphi\le\pi/2$ the two terms in the bracket integrate to $1$ and to $\tan(\pi/4)=1$. The average of $E$ is thus $2\cdot\frac23=\frac43$, and
\begin{equation}
\bar q=-\tfrac23SRG=-\tfrac13SDG,\qquad
\kappa=-\bar q/G=\tfrac13SD .
\label{eq:kappa}
\end{equation}
The mean flux is $(4/3)/(\pi/2)=8/(3\pi)\approx0.849$ of the centre value.

\subsection{Near the axis and near the wall}

For $r\ll R$, expand the square root and use $\int_0^{\pi/2}\sin^2\varphi\,d\varphi=\pi/4$:
\begin{equation}
\frac{q(r)}{q(0)}\simeq1-\frac{r^2}{4R^2}.
\end{equation}

Near the wall put $m_1=1-r^2/R^2$ and $\psi=\pi/2-\varphi$. Then
\begin{align}
E&=\int_0^{\pi/2}\sqrt{\sin^2\psi+m_1\cos^2\psi}\,d\psi,\\
\frac{dE}{dm_1}&=\frac12\int_0^{\pi/2}
\frac{\cos^2\psi\,d\psi}{\sqrt{\sin^2\psi+m_1\cos^2\psi}} .
\end{align}
Split the last integral at $\delta$ with $\sqrt{m_1}\ll\delta\ll1$. Below $\delta$ the integrand is $1/\sqrt{\psi^2+m_1}$, which gives $\ln(2\delta/\sqrt{m_1})$. Above it, $m_1$ can be dropped, and $\int_\delta^{\pi/2}(1/\sin\psi-\sin\psi)\,d\psi\simeq\ln(2/\delta)-1$. The arbitrary $\delta$ cancels:
\begin{equation}
\frac{dE}{dm_1}\simeq\frac12\left[\ln\frac4{\sqrt{m_1}}-1\right].
\end{equation}
Integrating from $m_1=0$, where $E=1$, gives
\begin{equation}
E\simeq1+\frac{m_1}{2}\left[\ln\frac4{\sqrt{m_1}}-\frac12\right].
\end{equation}
The flux is finite at the wall, but its radial slope diverges logarithmically.

\subsection{Bulk scattering}

Suppose phonons also relax to the local temperature with mean free path $\Lambda$. The contribution of each path element is reduced by its survival probability, so $\ell$ in (\ref{eq:path}) becomes
\begin{equation}
\int_0^\ell e^{-x/\Lambda}dx=\Lambda(1-e^{-\ell/\Lambda}).
\end{equation}
For $\Lambda\gg R$ this returns $\ell$, apart from rays nearly parallel to the axis. For $\Lambda\ll R$ it is $\Lambda$ away from the wall. Then $\int\cos^2\theta\,d\Omega=4\pi/3$ gives $q=-S\Lambda G/3$, the bulk law with a flat profile.

\section{Worked example: a silicon wire at 20 K}

The example is a rough-etched silicon wire suspended between thermal pads, with $D=100$ nm, length $L=5\;\mu$m, $T_0=20$ K and an end-to-end difference $\Delta T=1$ K. Hence $G=0.20$ K/$\mu$m. The model inputs, chosen near rough values for silicon, are $c_{11},c_{12},c_{44}=166,64,80$ GPa and density $\rho_m=2330$ kg/m$^3$. The digits below follow from these inputs and are not measured properties. The isotropic average uses
\begin{equation}
B=\frac{c_{11}+2c_{12}}3=98\ \mathrm{GPa},\quad
\mu_s=\frac{c_{11}-c_{12}+3c_{44}}5=68.4\ \mathrm{GPa}.
\end{equation}
The speeds are $v_L=\sqrt{(B+4\mu_s/3)/\rho_m}=9011$ m/s and, for each of two transverse branches, $v_T=\sqrt{\mu_s/\rho_m}=5418$ m/s.

For linear dispersion, integrating the Planck energy gives $U_p=\pi^2k_B^4T^4/(30\hbar^3v_p^3)$. Since $C_p=dU_p/dT=4U_p/T$,
\begin{equation}
S=\frac{2\pi^2k_B^4T_0^3}{15\hbar^3}\sum_p\frac1{v_p^2}
=2.624\times10^7\ \mathrm{W\,m^{-2}K^{-1}} .
\end{equation}
The centre flux and conductivity follow:
\begin{align}
|q(0)|&=\frac\pi4(2.624\times10^7)(5\times10^{-8})(2\times10^5)\nonumber\\
&=2.06\times10^5\ \mathrm{W/m^2}=20.6\ \mathrm{W/cm^2},\\
\kappa&=\tfrac13(2.624\times10^7)(10^{-7})=0.875\ \mathrm{W\,m^{-1}K^{-1}} .
\end{align}
Multiplying $\kappa G$ by the area $\pi R^2=7.85\times10^{-15}$ m$^2$ gives a heat current of $1.37$ nW.

\begin{center}
\begin{tabular}{cccc}
$r/R$ & $E(r/R)$ & $q/q(0)$ & $|q|$ (W/cm$^2$)\\
0 & 1.571 & 1.000 & 20.6\\
0.50 & 1.467 & 0.934 & 19.3\\
0.90 & 1.172 & 0.746 & 15.4\\
0.98 & 1.050 & 0.669 & 13.8\\
1 & 1.000 & 0.637 & 13.1
\end{tabular}
\end{center}
The row $0.98$ lies 1 nm from the wall. The flux there is still 5\% above its wall value, a consequence of the steep logarithmic edge. This distance is shorter than the thermal phonon wavelength of about 2.7 nm, so the row illustrates the formula, not a flux that the ray model can resolve in the device.

As a test of (\ref{eq:main}), rays were traced back to the wall in three dimensions and the flux was integrated from its definition. At seven radii from axis to wall, the largest relative difference from the formula was $4.1\times10^{-7}$.

\section{Where the result fails}

\subsection{Finite length}

A finite tube between black ends was solved without assuming a linear wall temperature. Each wall ring takes the exchange-weighted mean temperature of the rings and ends it sees. The table gives the current relative to (\ref{eq:kappa}) with $G=\Delta T/L$, and the wall-to-centre flux ratio at midlength.
\begin{center}
\begin{tabular}{ccc}
$L/D$ & current ratio & wall/centre\\
12.5 & 0.846 & 0.620\\
50 & 0.948 & 0.632\\
200 & 0.984 & 0.636
\end{tabular}
\end{center}
Both columns approach the long-wire values, $1$ and $0.637$. In the example, $L/D=50$, so the current falls by about 5\%. Doubling the number of wall cells changed that current ratio by $-3.4\times10^{-4}$.

\subsection{Partly specular walls}

Let a fraction $p$ of phonons reflect specularly; in this subsection $p$ is a probability, not a branch label. In a circular wire every later chord has the same projected length $2h$ and the same $\theta$. Adding the earlier chords with probabilities $p,p^2,\ldots$ gives
\begin{equation}
\ell=\frac1{\sin\theta}\left[s+2h\frac p{1-p}\right].
\label{eq:spec}
\end{equation}
For constant $p$, $\int s\,d\varphi=\int h\,d\varphi$, so the flux is multiplied by $1+2p/(1-p)=(1+p)/(1-p)$ at every radius. The profile is unchanged.

Real specularity depends on angle. A wall with Gaussian height variations of rms size $\eta$ gives a reflected wave of wavenumber $K$ an rms phase error $2K\eta\mu$, where $\mu=(h/R)\sin\theta$ is the cosine of incidence. The coherent amplitude is reduced by $e^{-(2K\eta\mu)^2/2}$, and its square gives
\begin{equation}
p=e^{-4K^2\eta^2\mu^2}.
\end{equation}
This simple model ignores branch conversion and shadowing. At grazing incidence $p/(1-p)\simeq1/(4K^2\eta^2\mu^2)$. The added term in $\ell\cos^2\theta\sin\theta$ then grows as $\theta^{-2}$, and its integral diverges at $\theta\to0$. Some cutoff is needed; here the path was attenuated over the wire length, which is a rough choice.

Averaged over the thermal spectrum, $\eta=4$ nm multiplies the current by 1.30 relative to a diffuse wire with the same cutoff, and the wall-to-centre ratio rises to roughly 1. For $\eta=1$ nm the factor is 3.3 and the ratio is roughly 1.5: the flux is then larger at the wall than on the axis. The current factors depend on the cutoff: halving or doubling the attenuation length changes 1.30 to 1.19 or 1.44, and 3.3 to 2.6 or 4.2. The wall balance can also be solved for a wire of this length with black ends and no attenuation, each frequency separately and with diffuse emission weighted by $1-p$ as detailed balance requires. This gives about 1.21 and 2.7 relative to the diffuse wire, close to the values for the halved attenuation length. The angular mesh does not fully resolve the narrow peak of the integrand at $r=R$, where $h\to0$, so the two wall-to-centre ratios are uncertain by several per cent. They also shift by about 0.1 when the attenuation length is halved or doubled. Equation (\ref{eq:spec}) indicates why specular reflection raises the wall-to-centre ratio. At fixed $\theta$, the grazing term is proportional to $\int d\varphi/h$, which increases toward the wall. Much of the rise at $r=R$ is confined to a layer thinner than the phonon wavelength, which the ray model cannot resolve. At 2.7 nm from the wall the flux relative to the centre is 0.87 for $\eta=4$ nm and 1.18 for $\eta=1$ nm, against 0.70 for a diffuse wall with the same cutoff.

\subsection{Elastic anisotropy}

In a crystal the group velocity $\mathbf v$ need not be parallel to the wavevector. A phonon left the wall a time $s/v_\perp$ ago, where $v_\perp$ is its speed across the wire, and has since moved axially by $v_zs/v_\perp$. With phase speed $c$, the density of modes at fixed frequency supplies a factor $c^{-3}$ per solid angle of wavevector, so
\begin{equation}
q\propto-G\sum_p\int\frac{v_z^2}{c^3v_\perp}\,s\,d\Omega .
\end{equation}
For a $[001]$ axis, mirror symmetry in $z$ preserves the wall-temperature argument. With the same elastic constants and density, the conductivity is 1.74 times the isotropic-average result, or about $1.5$ W\,m$^{-1}$K$^{-1}$. Most of this comes from the directions of the group velocities, which crowd toward the axis. Replacing $\sum_p v_p^{-2}$ by the directional average of $\sum_p|\mathbf v|/c^3$ accounts for a factor of only 1.05; the directions supply the remaining 1.66.

The profile changes much less. On the axis $s=R$ for every direction. At the wall the ratio to the centre is 0.616 at azimuth $0^\circ$, measured from a cube axis, and 0.648 at $45^\circ$. Its azimuthal mean remains $2/\pi$, because each transverse direction contributes a mean $s$ of $2R/\pi$ around the circumference. Halving the angular mesh spacing moved the three quoted ratios by at most $5.5\times10^{-3}$. The conductivity ratio converges slowly from below, passing 1.745 on a mesh four times finer, so its last digit is uncertain by one.

\subsection{Smaller effects and the real device}

A rough bulk mean free path of $100\;\mu$m lowers the current by 0.3\%. Linear response errs by $(\Delta T/2T_0)^2=0.06\%$, from expanding the difference of the fourth powers of the end temperatures. For scalar waves, the number of guided modes that can propagate at wavenumber $K$ is the section area times $K^2/(4\pi)$, with an edge correction of magnitude perimeter times $K/(4\pi)$. The relative size of the correction is $2\pi R/(\pi R^2K)=2/(KR)$, or 1.7\% at the heat-weighted transverse wavelength of 2.7 nm; averaged over the thermal spectrum it is 2.3\% for the transverse branches and 3.8\% for the longitudinal one. A sine-shaped transverse band with a rough upper edge of 4.5 THz raises the transverse flux by 8.5\%; this sizes the dispersion effect but does not replace a measured phonon spectrum.

For the example wire, the isotropic diffuse value of $0.875$ W\,m$^{-1}$K$^{-1}$ is a reference, not a prediction. Replacing the isotropic average by the cubic crystal with a $[001]$ axis raises it by 74\%, and grazing reflection multiplies it by 1.2 to 1.3 at $\eta=4$ nm or roughly 3 at 1 nm, depending on how the finite length is treated. These estimates were made separately and should not be multiplied together. Contact resistance at the pads is also left out, as is backscattering from deep roughness, which can take the conductivity below the diffuse value. The $2/\pi$ profile should be used when diffuse reflection extends to grazing angles, $D$ is much smaller than both $L$ and $\Lambda$ but much larger than the phonon wavelength, and directional dependence of the speeds can be neglected.

\section*{Computed values}
\begin{verbatim}
wire diameter: 100 nm
wire length: 5.0 um
mean temperature: 20 K
temperature difference: 1.0 K
gradient G: 0.20 K/um
elastic c11, c12, c44: 166, 64, 80 GPa
density: 2330 kg/m3
longitudinal speed: 9011 m/s
transverse speed: 5418 m/s
S = sum of C v: 2.6238e+07 W/(m2 K)
rho, E(rho), q/q(0), |q| in W/cm2:
  0.00  1.57080  1.00000  20.607
  0.25  1.54596  0.98419  20.281
  0.50  1.46746  0.93422  19.251
  0.75  1.31847  0.83937  17.297
  0.90  1.17170  0.74593  15.371
  0.98  1.05009  0.66851  13.776
  1.00  1.00000  0.63662  13.119
largest relative error, rays vs formula: 4.1e-07
section mean of E: 1.333333
mean flux / centre flux: 0.84883
conductivity kappa: 0.8746 W/(m K)
heat current: 1.3738 nW
finite tube: L/D, current / long-wire law, wall/centre:
  12.5  0.8464  0.6202
  50.0  0.9480  0.6322
  200.0  0.9859  0.6355
tube mesh shift at L/D = 50: -3.4e-04
bulk mean free path (rough): 100 um
change by bulk scattering: -0.299 %
heat-weighted transverse wavelength: 2.71 nm
grazing specular reflection, cutoff = wire length:
  roughness 4 nm: flux factor 1.30, wall/centre 0.991
  roughness 1 nm: flux factor 3.27, wall/centre 1.480
transverse band edge (rough): 4.5 THz
transverse flux change by dispersion: 8.5 %
change by finite temperature difference: 0.063 %
wave correction to mode count: 1.7 %
cubic [001] / isotropic conductivity: 1.743
cubic wall/centre at azimuth 0 deg: 0.616
cubic wall/centre at azimuth 45 deg: 0.648
largest shift on halving angle mesh: 5.5e-03
\end{verbatim}
